# Overlap of Residual Precursor and Co-reactant in a Stirred Deposition Reactor

Q: In atomic layer deposition the precursor A and the co-reactant B are supposed to meet only on the surface. You purge with inert gas between them. Since an exponential never reaches zero, some A must still be there when B arrives. What quantity measures the damage?

A: Take the overlap
$$I=\int A(t)\,B(t)\,dt ,$$
where $A$ and $B$ are gas concentrations in molecules per volume. If the two react in the gas with a second-order rate constant $k$, then $kI$ is the number of reactions per volume in one switching event. Without such a rate law, $I$ still measures how long and how strongly the gases coexist, but it is not an amount of deposit. I shall use seconds, centimetres and Torr, because atomic units are unnatural here.

Q: Then you need the concentrations. What do you assume about the reactor?

A: The gas is perfectly mixed in a volume $V$. Pressure, temperature and total volumetric flow $Q$ are constant, so a reactant that is switched on replaces an equal flow of inert gas. For now, neither reaction nor walls consume or release an appreciable amount of either species. In a time $dt$ the outflow removes $QA\,dt$ molecules of A from the $VA$ present. With the feed of A closed,
$$V\frac{dA}{dt}=-QA\quad\Longrightarrow\quad \frac{dA}{dt}=-\frac{A}{\tau},\qquad \tau=\frac{V}{Q}.$$
Let $t=0$ be the moment when the feed of A stops, and $A_0$ the concentration in the reactor at that moment. Then $A=A_0e^{-t/\tau}$. Note that $A_0$ is not the feed concentration unless the dose lasted many $\tau$.

The feed of B opens at $t_p$. With $s=t-t_p$,
$$A=a_p e^{-s/\tau},\qquad a_p=A_0e^{-t_p/\tau}.$$
Species B has an inflow as well:
$$\frac{dB}{ds}=\frac{B_{\rm in}(s)-B}{\tau},\qquad B(0)=0,$$
where $B_{\rm in}$ is its concentration in the entering gas, at reactor pressure and temperature.

Q: If B enters at a constant $B_0$, why not multiply $B_0$ by the remaining integral of A and be done?

A: Because the reactor does not contain $B_0$ at once. For $B_{\rm in}=B_0$ the difference $B_0-B$ decays at the rate $1/\tau$ from its initial value $B_0$, so
$$B=B_0\left(1-e^{-s/\tau}\right).$$
For a feed that stays on for many $\tau$,
$$I_0=a_pB_0\int_0^\infty\left(e^{-s/\tau}-e^{-2s/\tau}\right)ds
=a_pB_0\left(\tau-\frac{\tau}{2}\right),$$
and therefore
$$I_0=\frac{A_0B_0\tau}{2}\,e^{-t_p/\tau}.$$
Your estimate keeps the first term alone and is twice as large. The second term is the B that has not yet arrived while A is leaving.

Q: When do they coexist most strongly?

A: The product is $a_pB_0(e^{-x}-e^{-2x})$ with $x=s/\tau$. Its derivative vanishes when $-e^{-x}+2e^{-2x}=0$, so $e^{-x}=1/2$ and $s=\tau\ln2$. Both factors then stand at half their reference values, and the product is $a_pB_0/4$. It is zero at switch-on and tends to zero later, so this is the maximum.

Q: A real pulse of B ends. You have integrated to infinity with the valve open.

A: Let the feed have any history. Multiplying the equation for B by $e^{s/\tau}$ gives $d(Be^{s/\tau})/ds=B_{\rm in}e^{s/\tau}/\tau$, hence
$$B(s)=\frac1\tau\int_0^s B_{\rm in}(u)e^{-(s-u)/\tau}du .$$
Insert this in $I$ and exchange the order of integration. For a given entry time $u$, the later times run from $u$ to infinity:
$$I=\frac{a_p}{\tau}\int_0^\infty du\,B_{\rm in}(u)e^{u/\tau}\int_u^\infty e^{-2s/\tau}ds .$$
The inner integral is $(\tau/2)e^{-2u/\tau}$, so
$$I=\frac12\int_0^\infty B_{\rm in}(u)\,a_pe^{-u/\tau}\,du .$$
Each portion of B meets an A concentration that decays while B itself is washed out. The two decay rates add, which gives the factor one half.

For a rectangular pulse of length $t_B$ the last integral gives
$$I=I_0\left(1-e^{-t_B/\tau}\right).$$
This includes the coexistence after the pulse, while both gases are being purged. If $t_B\ll\tau$, it becomes $I\simeq a_pB_0t_B/2$. If $t_B\gg\tau$, it returns to $I_0$.

A slowly opening valve can be treated in the same way. Let $B_{\rm in}=B_0(1-e^{-s/t_v})$ and leave the feed on. Then
$$I=\frac{a_pB_0}{2}\left(\tau-\frac{\tau t_v}{\tau+t_v}\right)
=I_0\frac{\tau}{\tau+t_v}.$$

Q: Put numbers in, so that I can see whether these corrections matter.

A: Take rough conditions for aluminium oxide from trimethylaluminium (A) and water (B): 1 Torr, 473 K, a total flow of 200 sccm, and a cylindrical space of radius 10 cm and height 2 cm above a 200 mm wafer. Each reactant has a reference partial pressure of 0.1 Torr. The purge lasts 1 s and the water pulse 0.5 s.

The volume is $\pi(10)^2(2)=628.3$ cm³. One sccm is one cm³ per minute at 273.15 K and 760 Torr, so
$$Q=\frac{200}{60}\times760\times\frac{473}{273.15}=4387\ {\rm cm^3/s},$$
$$\tau=\frac{628.3}{4387}=0.143\ {\rm s}.$$
The purge spans $6.98\,\tau$ and leaves a fraction $9.29\times10^{-4}$. Since 0.1 Torr corresponds to $2.042\times10^{15}$ cm⁻³, the residual is $a_p=1.90\times10^{12}$ cm⁻³. Thus
$$I_0=\tfrac12(1.896\times10^{12})(2.042\times10^{15})(0.1432)
=2.77\times10^{26}\ {\rm cm^{-6}\,s},$$
or $6.65\times10^{-7}$ Torr² s. Direct integration of the two balances gives the same $2.77\times10^{26}$ cm⁻⁶ s. The product peaks 0.099 s after switch-on.

The finite pulse multiplies $I_0$ by 0.97. A valve time of 20 ms, with a long feed, multiplies it by 0.88. Both are modest beside the dependence on purge time.

Q: So the purge time follows from a logarithm?

A: Yes, within this model. To reduce the overlap to a fraction $\varepsilon$ of its value without a purge, with flow, pressure, temperature and feed history held fixed, set $e^{-t_p/\tau}=\varepsilon$:
$$t_p=\tau\ln(1/\varepsilon).$$
For $\varepsilon=10^{-4}$ this is 1.32 s. Each further factor of ten costs $\tau\ln10$, about 0.33 s. At fixed volume, temperature and standard flow, $Q$ is inversely proportional to pressure, so $\tau$ and this purge time are proportional to pressure.

Q: I don't believe in the stirred tank. Nothing stirs a gas over a 200 mm wafer in 0.14 s.

A: Lateral stirring is unnecessary if the gas enters uniformly through a showerhead opposite the wafer and leaves at the rim. The flow injected inside radius $r$ is $Qr^2/R^2$. It crosses a cylinder of area $2\pi rh$, where $h$ is the gap, so the mean radial speed is
$$v=\frac{Qr^2/R^2}{2\pi rh}=\frac{Qr}{2\pi R^2h}=\frac{r}{2\tau},$$
because $\tau=\pi R^2h/Q$. If the concentration $c$ is uniform across the gap, its balance is
$$\frac{\partial c}{\partial t}+\frac1r\frac{\partial}{\partial r}(rvc)=\frac{c_{\rm in}}{\tau}.$$
For a $c$ that is also independent of $r$, the second term is $(c/r)\,d(r^2/2\tau)/dr=c/\tau$. The stirred equation results, and a laterally uniform gas stays uniform, provided that no appreciable amount diffuses back through the rim from the exhaust.

The same law can be read from the paths. Gas starting at $r_0$ moves as $r=r_0e^{t/2\tau}$. It is still inside if $r_0<Re^{-t/2\tau}$, which is a fraction $e^{-t/\tau}$ of the area.

By contrast, an ideal plug flow from one side to the other, without diffusion, would carry A, inert gas and B as separate slugs, and the overlap would vanish. The formula belongs to the stirred balance, not to every reactor with the same $V/Q$.

Q: You still assumed mixing across the gap.

A: Diffusion has to provide that. Hard-sphere kinetic theory, with assumed collision diameters of 0.50 nm for A, 0.35 nm for B and 0.37 nm for nitrogen, gives diffusion coefficients in nitrogen of about 171 and 339 cm²/s. These are rough: standard correlations put water at about 390 to 440 cm²/s. With about 160 and 390 cm²/s, the factors 0.99 and 0.98 below keep their digits, while the slowest rate moves from $1.0026/\tau$ to $1.0028/\tau$. The slowest diffusion mode between two closed plates is $\cos(\pi z/h)$, whose relaxation time is
$$\frac{h^2}{\pi^2D_A}=\frac{4}{\pi^2(171)}\ {\rm s}=2.4\ {\rm ms}.$$
This is much shorter than $\tau$. The nitrogen mean free path is about 0.08 mm, small compared with the 2 cm gap, so a continuum description is reasonable.

A calculation of diffusion and flow across the gap, with a parabolic radial velocity profile, initially uniform A and a long B feed, gives an overlap of 0.99 times $I_0$ at the wafer and 0.98 times $I_0$ on average over the gap. Most of the latter difference comes from the slowest purge rate, which is $1.0026/\tau$: over $6.98\,\tau$ it lowers the residual by about 1.8 per cent. Uneven injection or dead corners are not included.

Nor is diffusion back from the exhaust. Gas beyond the rim left earlier and is richer in A. Against a flow of speed $v$, diffusion reaches back a distance of order $D_A/v$. At the rim $v=R/2\tau=35$ cm/s, so this distance is about 5 cm. An exhaust space as high as the gap could therefore return much A to the wafer. An exit slit 2 mm high raises the speed tenfold and shortens the distance to about 0.5 cm. The slit must also be many times longer than this distance, because the exhaust may still hold hundreds of times more A than the purged gap, and the return from the exhaust through a slit of length $L$ falls only roughly as $e^{-vL/D_A}$, with $v$ the speed in the slit. For a stirred exhaust space of volume $5V$, a radial balance with diffusion gives about $36I_0$ for $L=2$ cm, $6I_0$ for 3 cm and $1.1I_0$ for 5 cm, which is ten such distances. Length does not remove everything: the gas inside the slit also left earlier, and its return raises the overlap by about 4 per cent for a 2 mm slit and 1 per cent for a 1 mm slit. The example neglects both returns.

Q: Your derivation also forbids the reaction that you are worried about. If A and B react, their concentrations fall.

A: Then $I_0$ is an upper bound. Let $a$ and $b$ be the unreacted solutions for a long feed, and suppose that one A consumes one B. Write $A=a-r$ and $B=b-r$, with
$$\frac{dr}{ds}=-\frac r\tau+kAB,\qquad r(0)=0.$$
Since the source is non-negative, $r\ge0$, and so $AB\le ab$. Replacing $AB$ by $ab$ in the source can only increase $r$. With $x=s/\tau$, the integrating factor $e^x$ gives
$$r\le k\tau a_pB_0e^{-x}\int_0^x(1-e^{-y})dy
=k\tau a_pB_0e^{-x}g(x),$$
where $g=x-1+e^{-x}$. Also
$$AB=ab-r(a+b)+r^2\ge ab-r(a+b).$$
Two integrals are needed:
$$J_a=\int_0^\infty e^{-2x}g\,dx=\frac14-\frac12+\frac13=\frac1{12},$$
$$J_b=\int_0^\infty e^{-x}(1-e^{-x})g\,dx
=\left(1-1+\frac12\right)-J_a=\frac5{12}.$$
They multiply $a_p$ and $B_0$ respectively, so
$$I\ge I_0-k\tau^2a_pB_0\,\frac{a_p+5B_0}{12}.$$
Dividing the correction by $I_0=a_pB_0\tau/2$ gives
$$I_0\left[1-\frac{k\tau(5B_0+a_p)}6\right]\le I\le I_0 .$$
The lower expression is also correct to first order in $k$: the terms dropped, $r^2$ and the change of $r$ caused by depletion, are of second order.

Q: How small must $k$ be in your example?

A: The depletion bound reaches 10 per cent when
$$k=\frac{0.6}{\tau(5B_0+a_p)}\simeq4.1\times10^{-16}\ {\rm cm^3/s}.$$
The hard-sphere collision rate constant is about $4.7\times10^{-10}$ cm³/s. The ratio is a reaction probability of about $9\times10^{-7}$ per collision. If this probability were $e^{-E/k_{\rm B}T}$ with no steric reduction, it would correspond to $E\simeq0.57$ eV. This is a threshold for using $I_0$, not a claim about the actual reaction barrier.

Q: And if the reaction is faster?

A: Integrate the balance of A from switch-on to infinity. The residual must leave or react:
$$a_p=\frac1\tau\int_0^\infty A\,ds+kI .$$
Therefore $kI\le a_p$ for any $k$. The residual gas contains $a_pV=(1.896\times10^{12})(628.3)=1.19\times10^{15}$ molecules. Wafer, showerhead face and side boundary, the last counted as if it were a solid wall, together have an area of 754 cm². With an assumed $4\times10^{14}$ sites per cm², they offer $3.02\times10^{17}$ sites. Even if every residual molecule of A were deposited, the amount would be 0.4 per cent of the sites on average. This ceiling does not count A that is released or returned to the gas later, and it does not exclude local concentration of the deposit.

Q: The surface is there to consume B. Doesn't that delay B and reduce the overlap?

A: It does. Let the surface take up B at a rate $u(s)$ per gas volume, up to a total $U$, while A is unaffected. In the balance of B this is the same as replacing $B_{\rm in}$ by $B_0-\tau u$. The rule for arbitrary feeds then gives
$$I=I_0-\frac{\tau a_p}{2}\int_0^\infty u\,e^{-s/\tau}ds .$$
Let $C(s)$ be the cumulative uptake. Integration by parts turns the integral into $\int_0^\infty C e^{-x}dx$, since the boundary terms vanish. The surface cannot take more than its capacity or more than has entered, so $C\le U$ and $C\le B_0x$. With $q=U/B_0$,
$$\int_0^\infty Ce^{-x}dx\le B_0\left[\int_0^qxe^{-x}dx+qe^{-q}\right]=B_0(1-e^{-q}).$$
Hence
$$I_0e^{-U/B_0}\le I\le I_0 .$$
The lower limit describes a surface that takes all entering B until it is full. That merely delays the rise of B by $\tau U/B_0$.

If each site stands for one Al atom, aluminium oxide needs 1.5 water molecules per site; then $U/B_0=0.35$ and the lowest factor is 0.70. With one B per site, $U/B_0=0.235$ in the example, and the lowest factor is 0.79. An integration with fast but finite uptake gives 0.792. Here the uptake rate was $\kappa B\theta$, with $\theta$ the free sites per gas volume and $\kappa B_0\tau=3000$.

Q: Apart from diffusion back from the exhaust, these corrections lower the overlap. What else raises it?

A: A valve that closes slowly on A, gas left in the feed line or showerhead, walls that hold A and release it slowly, and dead corners that empty slowly. The first two let A enter after its valve has begun to close, which the model excludes. Uneven injection can also raise the overlap, if part of the wafer receives too little purge gas. For the walls, suppose that at $t=0$ they hold an amount $fA_0$ per gas volume, released with time constant $\tau_w\ne\tau$ and not adsorbed again:
$$\frac{dA}{dt}=-\frac A\tau+\frac{fA_0}{\tau_w}e^{-t/\tau_w}.$$
A trial solution $Ce^{-t/\tau_w}$ requires
$$C\left(\frac1\tau-\frac1{\tau_w}\right)=\frac{fA_0}{\tau_w}
\quad\Longrightarrow\quad C=\frac{fA_0\tau}{\tau_w-\tau}.$$
The initial condition then gives
$$A=Ce^{-t/\tau_w}+(A_0-C)e^{-t/\tau}.$$
For $\tau_w>\tau$ the first term outlives the second. At switch-on its size is $W=Ce^{-t_p/\tau_w}$. A portion of B entering at $u$ now meets
$$\frac1\tau\int_u^\infty e^{-(s-u)/\tau}We^{-s/\tau_w}ds
=\frac{We^{-u/\tau_w}}{1+\tau/\tau_w}.$$
For a pulse of length $t_B$ the slow part of the overlap is therefore
$$I_w=\frac{B_0W\tau_w}{1+\tau/\tau_w}\left(1-e^{-t_B/\tau_w}\right).$$
When $\tau_w\gg\tau$ the factor one half has gone, because this A hardly decays while a given portion of B passes through.

Q: Surely one per cent of memory is harmless?

A: Take $f=0.01$ and $\tau_w=1$ s, which are assumed values. Then $C/A_0=0.01\times0.1432/0.8568=1.67\times10^{-3}$, and $W/A_0=1.67\times10^{-3}e^{-1}=6.15\times10^{-4}$. The slow overlap is
$$\frac{I_w}{A_0B_0}=\frac{6.15\times10^{-4}}{1.143}\left(1-e^{-0.5}\right){\rm s}
=2.1\times10^{-4}\ {\rm s}.$$
Without memory, the same pulse gives $\frac12(0.1432)(9.29\times10^{-4})(0.97)\,{\rm s}=6.4\times10^{-5}$ s. With the memory the total is 4.3 times as large; re-adsorption at the rate $fA/\tau_w$, which would hold the walls in equilibrium with $A_0$, raises this to about 4.8. The stored amount is one per cent of the initial gas content, or 4 per cent of the number of surface sites. It matters because the purge has already removed more than 99.9 per cent of the gas.

The logarithmic rule for $t_p$ fails here too. Once the slow term dominates, another factor of ten costs $\tau_w\ln10=2.3$ s rather than 0.33 s.

Q: Then how far would you trust the formula for a real tool?

A: The numbers here belong to one example, and a real tool needs its own volume, flow, pressure and temperature. The idealized result is a useful estimate for a uniformly fed showerhead with a sharp stop of the A feed, little gas volume upstream, no dead corners, clean, fast-purging walls, weak gas reaction and an exit narrow and long enough to prevent diffusion back from the exhaust. In this example the finite pulse lowers it by about 3 per cent. With a long feed, a slowly opening valve for B lowers it by about 12 per cent and surface uptake by at most 21 per cent for one B per site, or 30 per cent for 1.5. Each is taken separately, and these factors need not simply multiply. Wall memory acts the other way: the assumed one per cent raises the overlap about fourfold. If no more A is released or returned after switch-on, $I\le a_p/k$, so a fast gas reaction can lower $I$ much further; the damage is then measured by $kI$, which under the same condition cannot exceed $a_p$. Before relying on $t_p=\tau\ln(1/\varepsilon)$, one should therefore measure the decay of A at late times. If its logarithmic slope is shallower than $-1/\tau$, the residence time alone does not set the purge. The numerical output below lists the values used.

## Table of computed values

```
Total pressure: 1.0 Torr
Temperature: 473 K
Reactor radius: 10 cm; gap: 2 cm
Total flow: 200 sccm
Partial pressures A0, B0: 0.10, 0.10 Torr
Purge time: 1.00 s; B pulse: 0.50 s
Reactor volume: 628.3 cm3
Volumetric flow at reactor conditions: 4387 cm3/s
Residence time tau: 0.1432 s
Purge time / tau: 6.982
A0 concentration: 2.042e+15 cm^-3
B0 concentration: 2.042e+15 cm^-3
Residual fraction exp(-t_p/tau): 9.286e-04
Residual A concentration: 1.896e+12 cm^-3
Overlap, long feed, formula: 2.772e+26 cm^-6 s
Overlap, long feed, simulation: 2.772e+26 cm^-6 s
Overlap, long feed: 6.650e-07 Torr^2 s
Time of peak product after switch-on: 0.0993 s
Instant-B overlap / true overlap: 2.0000
Finite-pulse factor: 0.9695
Overlap for the finite pulse: 2.687e+26 cm^-6 s
Valve time: 20 ms; valve factor: 0.8775
Purge time for overlap reduction to 1e-04: 1.319 s
Assumed site density: 4.0e+14 cm^-2
Exposed area: 754 cm2
Surface sites / B0 gas content: 0.235
Lowest overlap factor from B uptake: 0.790
Simulated factor for fast B uptake: 0.792
Largest deposit from residual A gas: 0.395 % of sites
Wall memory: 1.0 % of A0 gas content
Wall memory as share of surface sites: 4.25 %
Wall release time: 1.0 s
Overlap with / without wall memory: 4.28
Collision diameters A, B: 0.50, 0.35 nm
Diffusion coefficients A, B: 171, 339 cm2/s
Mixing time across gap for A: 2.37 ms
Nitrogen mean free path: 81 um
Slowest purge rate times tau, real gap: 1.0026
Overlap at wafer / stirred law: 0.992
Gap-averaged overlap / stirred law: 0.979
A-B collision rate constant: 4.73e-10 cm3/s
Reaction probability for 10 % depletion bound: 8.68e-07
Equivalent barrier, unit steric factor: 0.569 eV
```
